# Two-electron states of total L and Breit's equations for P states, part 2

Two electrons at $\mathbf r_1,\mathbf r_2$ are bound to a fixed charge $Z$. We seek the equations obeyed by the functions of the triangle's shape in a state of total orbital angular momentum $L$, and then the energies of P states. In atomic units, with $r=r_{12}$ the distance between the electrons,

$$H=-\tfrac12\nabla_1^2-\tfrac12\nabla_2^2+V,\qquad V=-\frac Z{r_1}-\frac Z{r_2}+\frac1r .$$

Let $\mathbf e=(1,i,0)$, so that $\mathbf e\cdot\mathbf e=0$, $\xi_j=\mathbf e\cdot\mathbf r_j$ and $w=\mathbf e\cdot(\mathbf r_1\times\mathbf r_2)$. By the theorem of Part I, a state with $M=L$ is

$$\Psi=w^s\sum_{a=0}^{n}F_a(r_1,r_2,r)\,\xi_1^a\xi_2^{b},\qquad b=n-a .$$

Natural parity, $(-1)^L$, has $s=0,\ n=L$; unnatural parity, $(-1)^{L+1}$, has $s=1,\ n=L-1$, and its functions are also called $G_a$. The coefficients are unique on non-collinear triangles. States with $M<L$ have the same coefficient functions. Exchange of the electrons gives

$$F_{n-a}(r_1,r_2,r)=\sigma(-1)^sF_a(r_2,r_1,r),$$

with $\sigma=+1$ for singlets and $-1$ for triplets.

Subscripts $1$, $2$ and $r$ after a comma, like $\partial_1,\partial_2,\partial_r$, denote derivatives with respect to $r_1$, $r_2$ and $r$. The gradients are $\nabla_1r_1=\mathbf r_1/r_1$ and $\nabla_1r=(\mathbf r_1-\mathbf r_2)/r$, and $\mathbf r_1\cdot\mathbf r_2=(r_1^2+r_2^2-r^2)/2$. Lemma 5 states that $(\nabla_1^2+\nabla_2^2)F=\Delta F$ with

$$\Delta F=F_{,11}+F_{,22}+2F_{,rr}+\frac2{r_1}F_{,1}+\frac2{r_2}F_{,2}+\frac4rF_{,r}$$
$$\qquad+\frac{r_1^2-r_2^2+r^2}{r_1r}F_{,1r}+\frac{r_2^2-r_1^2+r^2}{r_2r}F_{,2r}.$$

The numerical output at the end also checks two results of Part I. Products of orbitals with angular momenta $(l_1,l_2)$ coupled to $L$ have, on one triangle, only as many independent orientation dependences as there are functions $F_a$. The expansion with polynomial coefficients in $r_1^2$, $r_2^2$ and $\mathbf r_1\cdot\mathbf r_2$ covers all polynomials in the six coordinates.

### Proposition: equations for general L

*For an eigenfunction of energy $E$ and each $a=0,\dots,n$,*

$$\Big[\Delta+\frac{2(a+s)}{r_1}\partial_1+\frac{2(b+s)}{r_2}\partial_2+\frac{2(n+2s)}r\partial_r+2(E-V)\Big]F_a$$
$$\qquad-\frac2r\,\partial_r\big[(a+1)F_{a+1}+(b+1)F_{a-1}\big]=0,$$

*where functions with an index outside $0,\dots,n$ are zero.*

*Proof.* Write $u=w^s\xi_1^a\xi_2^b$. The needed gradients are

$$\nabla_j\xi_j=\mathbf e,\qquad \nabla_1w=\mathbf r_2\times\mathbf e,\qquad \nabla_2w=\mathbf e\times\mathbf r_1,$$

because $w=\mathbf r_1\cdot(\mathbf r_2\times\mathbf e)=\mathbf r_2\cdot(\mathbf e\times\mathbf r_1)$. Each $u$ is harmonic in each electron: second derivatives of $\xi_1^a$ contain $\mathbf e\cdot\mathbf e=0$, $w$ is linear in $\mathbf r_1$, and the mixed term contains $\mathbf e\cdot(\mathbf r_2\times\mathbf e)=0$. The same holds for electron 2. Hence

$$(\nabla_1^2+\nabla_2^2)(Fu)=u\,\Delta F+2\nabla_1F\cdot\nabla_1u+2\nabla_2F\cdot\nabla_2u .$$

With $\nabla_1F=F_{,1}\mathbf r_1/r_1+F_{,r}(\mathbf r_1-\mathbf r_2)/r$,

$$\mathbf e\cdot\nabla_1F=\frac{F_{,1}}{r_1}\xi_1+\frac{F_{,r}}r(\xi_1-\xi_2),\qquad
(\mathbf r_2\times\mathbf e)\cdot\nabla_1F=\Big(\frac{F_{,1}}{r_1}+\frac{F_{,r}}r\Big)w .$$

In the second relation $\mathbf r_2\cdot(\mathbf r_2\times\mathbf e)=0$ was used. Since $\nabla_1u$ consists of $a\,u/\xi_1$ times $\mathbf e$ and $s\,u/w$ times $\mathbf r_2\times\mathbf e$,

$$2\nabla_1F\cdot\nabla_1u=2(a+s)\Big(\frac{F_{,1}}{r_1}+\frac{F_{,r}}r\Big)u-\frac{2a}rF_{,r}\,w^s\xi_1^{a-1}\xi_2^{b+1}.$$

Exchanging the roles of the electrons gives

$$2\nabla_2F\cdot\nabla_2u=2(b+s)\Big(\frac{F_{,2}}{r_2}+\frac{F_{,r}}r\Big)u-\frac{2b}rF_{,r}\,w^s\xi_1^{a+1}\xi_2^{b-1}.$$

The terms proportional to $uF_{,r}/r$ add to $2(a+b+2s)=2(n+2s)$. Now insert the sum over $a$ into $(\nabla_1^2+\nabla_2^2)\Psi+2(E-V)\Psi=0$ and collect the coefficient of $w^s\xi_1^a\xi_2^b$. Component $a+1$ contributes through the first shifted term with factor $a+1$. Component $a-1$, whose second exponent is $b+1$, contributes through the second with factor $b+1$. Uniqueness makes each coefficient vanish. ∎

The coupling acts between neighbouring functions and contains $\partial_r$. It comes from the part of the gradient along the line joining the electrons, which can turn a factor $\xi_1$ into $\xi_2$. The equations were compared with Cartesian finite differences for $L=1$ to $4$ and both parities; the largest difference, relative to the summed sizes of the terms, was $3.7\times10^{-9}$.

### Breit's equations

For $L=1$ and odd parity there are two functions:

$$\Big[\Delta+\frac2{r_1}\partial_1+\frac2r\partial_r+2(E-V)\Big]F_1-\frac2r\partial_rF_0=0,$$
$$\Big[\Delta+\frac2{r_2}\partial_2+\frac2r\partial_r+2(E-V)\Big]F_0-\frac2r\partial_rF_1=0.$$

For even parity one function remains:

$$\Big[\Delta+\frac2{r_1}\partial_1+\frac2{r_2}\partial_2+\frac4r\partial_r+2(E-V)\Big]G=0.$$

Breit's form uses the angle $\theta$ between the electrons instead of $r$. Take $M=0$, so that $\xi_j$ is replaced by $z_j$, and let $\mathbf n_j=\mathbf r_j/r_j$, $c=\mathbf n_1\cdot\mathbf n_2=\cos\theta$. With $f=r_1F_1$ and $g=r_2F_0$, regarded as functions of $r_1,r_2,c$,

$$\Psi=f\cos\theta_1+g\cos\theta_2 ,$$

where $\theta_j$ is the polar angle of electron $j$. Split $\nabla_j^2=R_j+r_j^{-2}D_j$, with $R_j=r_j^{-2}\partial_jr_j^2\partial_j$ and $D_j$ the Laplacian on the unit sphere. For a fixed vector $\mathbf v$, the function $\mathbf n_1\cdot\mathbf v$ has surface gradient $\mathbf v-\mathbf n_1(\mathbf n_1\cdot\mathbf v)$ and satisfies $D_1(\mathbf n_1\cdot\mathbf v)=-2\,\mathbf n_1\cdot\mathbf v$. Taking $\mathbf v=\mathbf n_2$,

$$D_1f=(1-c^2)f_{cc}-2cf_c=\Lambda f,\qquad \Lambda=\partial_c(1-c^2)\partial_c ,$$

where the subscript $c$ denotes a derivative. The surface gradients of $c$ and $\cos\theta_1$ have the product

$$(\mathbf n_2-c\,\mathbf n_1)\cdot(\hat{\mathbf z}-\mathbf n_1\cos\theta_1)=\cos\theta_2-c\cos\theta_1 .$$

The product rule therefore yields

$$D_1(f\cos\theta_1)=(\Lambda f-2f-2cf_c)\cos\theta_1+2f_c\cos\theta_2,\qquad D_2(f\cos\theta_1)=\Lambda f\cos\theta_1 .$$

The terms with $g$ follow by exchanging labels. Collecting $\cos\theta_1$ gives

$$\Big[R_1+R_2+\Big(\frac1{r_1^2}+\frac1{r_2^2}\Big)\Lambda-\frac2{r_1^2}(1+c\,\partial_c)+2(E-V)\Big]f+\frac2{r_2^2}\partial_cg=0,$$

and collecting $\cos\theta_2$ gives the equation with $f\leftrightarrow g$ and $r_1\leftrightarrow r_2$. In terms of $\theta$ one has $\partial_c=-(\sin\theta)^{-1}\partial_\theta$ and $\Lambda=(\sin\theta)^{-1}\partial_\theta\sin\theta\,\partial_\theta$. These are Breit's equations for odd P states.

For even parity write $\Psi=h\,q$ with $q=(\mathbf n_1\times\mathbf n_2)_z=\mathbf n_1\cdot(\mathbf n_2\times\hat{\mathbf z})$ and $h=r_1r_2G$. Then $D_1q=-2q$, and

$$(\mathbf n_2-c\,\mathbf n_1)\cdot(\mathbf n_2\times\hat{\mathbf z}-\mathbf n_1q)=0-cq-cq+cq=-cq .$$

Thus $D_1(hq)=(\Lambda h-2h-2ch_c)q$, and $D_2$ gives the same. The single equation is

$$\Big[R_1+R_2+\Big(\frac1{r_1^2}+\frac1{r_2^2}\Big)(\Lambda-2-2c\,\partial_c)+2(E-V)\Big]h=0 .$$

### A solvable limit

Without the repulsion $1/r$, try $F_1=e^{-\alpha r_1-\beta r_2}$, $F_0=0$. The second odd equation holds because $\partial_rF_1=0$. The first becomes

$$\alpha^2-\frac{4\alpha}{r_1}+\beta^2-\frac{2\beta}{r_2}+2E+\frac{2Z}{r_1}+\frac{2Z}{r_2}=0,$$

so $\alpha=Z/2$, $\beta=Z$ and $E=-5Z^2/8$: one electron in 2p, the other in 1s. For even parity, $G=e^{-Z(r_1+r_2)/2}$ gives $E=-Z^2/4$, with both electrons in 2p. At $Z=2$ these energies are $-2.5$ and $-1$ hartree, and the matrix method below reproduces them.

### From equations to matrices

Averaging over orientations gives $\langle z_iz_j\rangle=\mathbf r_i\cdot\mathbf r_j/3$ and $\langle(\mathbf r_1\times\mathbf r_2)_z^2\rangle=|\mathbf r_1\times\mathbf r_2|^2/3$, since no direction is preferred. At fixed $r_1,r_2$, $r\,dr=r_1r_2\sin\theta\,d\theta$, so the volume element becomes $8\pi^2r_1r_2r\,dr_1dr_2dr$. For real functions $\Phi=P_1z_1+P_0z_2$ and $H\Psi=C_1z_1+C_0z_2$,

$$\langle\Phi|H\Psi\rangle=\frac{8\pi^2}3\int r_1r_2r\big[r_1^2P_1C_1+r_2^2P_0C_0+\mathbf r_1\cdot\mathbf r_2(P_1C_0+P_0C_1)\big]dr_1dr_2dr .$$

Here $C_1=-\tfrac12[\Delta+\tfrac2{r_1}\partial_1+\tfrac2r\partial_r]F_1+\tfrac1r\partial_rF_0+VF_1$, and $C_0$ follows by exchange. The integration runs over lengths that can form a triangle. For the even state the bracket is replaced by $r_1^2r_2^2-(\mathbf r_1\cdot\mathbf r_2)^2$ times the product of the two coefficient functions. Expanding $F_1$, or $G$, in terms

$$r_1^ir_2^jr^k\,e^{-\alpha r_1-\beta r_2},\qquad i+j+k\le N,$$

with $F_0(r_1,r_2,r)=\sigma F_1(r_2,r_1,r)$ fixed by exchange and, for the even triplet, $\alpha=\beta$ and each term symmetrised in $r_1,r_2$, and making the energy stationary gives a matrix eigenvalue problem. Its lowest eigenvalue is an upper bound to the lowest energy of that symmetry.

### Worked example: P states at Z = 2

The exponents, in inverse bohr, are $\alpha=0.5$, $\beta=2$ for the odd states. The exponent $0.5$ belongs to an outer 2p electron that sees the charge $Z-1$. The even triplet uses $\alpha=\beta=0.9$. For the odd singlet, $N=1,3,5$ give $-2.122974$, $-2.123657$ and $-2.123808$ hartree with 4, 20 and 56 terms. The step from $N=4$ to $N=5$ is still $0.046$ millihartree; for the odd triplet it is $0.070$ and for the even triplet $0.001$. The $N=5$ values of the odd states are therefore not converged to the digits shown: they lie about $0.03$ to $0.04$ millihartree (singlet) and $0.05$ millihartree (triplet) above the basis limit, while the even triplet is converged to about $0.001$ millihartree.

If $r$ is left out of the coefficient functions, the odd trial state contains one s and one p electron, and the even one two p electrons. An independent calculation with Gaussian orbitals treats the same restricted problem and then adds d orbitals. Energies in hartree are:

| State | with $r$, $N=5$ | orbitals, sp or pp | d added |
|---|---|---|---|
| odd singlet | −2.123808 | −2.122575 | −2.123667 |
| odd triplet | −2.133118 | −2.132351 | −2.133094 |
| even triplet | −0.710500 | −0.704660 | −0.710148 |

For the odd singlet, the dependence on $r$ lowers the energy by $2.123808-2.122575=0.001233$ hartree below the sp value. The d orbitals recover $2.123667-2.122575=0.001092$ hartree, or 89% of this. The corresponding shares are 97% for the odd triplet and 94% for the even triplet. They compare two finite bases and are not bounds. The odd triplet's share is the least certain: its last step in $N$, $0.070$ millihartree, is 9% of the gain itself. The orbital columns carry a basis error as well: for the odd states both lie about $0.02$ millihartree above their radial limits, which is the error of the Gaussian description of the 1s electron. With both expansions converged, the gains of the odd singlet and triplet become about $1.24$ and $0.79$ millihartree, and the three shares about 88%, 94% and 94%. The even triplet gains most from $r$, 5.84 millihartree.

The polynomial basis without $r$, taken with $k=0$ and $i+j\le6$, gives $-2.122559$, $-2.132157$ and $-0.704657$ hartree. The orbital values are lower, by $0.194$ millihartree for the odd triplet. Both calculations are variational in the same restricted problem, so that polynomial basis misses at least this much radial freedom. This is why the gains above are measured from the orbital values. The gains printed in the numerical output are measured from the polynomial values without $r$ and are therefore larger.

The virial ratio gives another check. Scaling all lengths of a trial function by $1/\lambda$ changes its energy to $\lambda^2T+\lambda V$, where $T$ and $V$ now denote mean kinetic and potential energies. For an eigenstate this is stationary at $\lambda=1$, so $-V/T=2$. The computed ratios are 2.000085, 2.000124 and 2.000003.

An odd P state can lose one electron and leave the other in 1s, with energy $-Z^2/2=-2$ hartree. The odd singlet is thus bound by at least $0.1238$ hartree (3.36 eV, rounded down) and the odd triplet by at least $0.1331$ hartree (3.62 eV). Their computed splitting is $0.0093$ hartree (0.25 eV), which as a difference of two upper bounds is not itself a bound.

The even triplet lies far above $-2$ hartree, yet it is bound in this model. Even parity requires $l_1+l_2$ to be even, and coupling to $L=1$ requires $|l_1-l_2|\le1$; hence $l_1=l_2$. The pair $l_1=l_2=0$ gives $L=0$, so both electrons have $l\ge1$. The electron left behind is then at best in 2p, with energy $-Z^2/8=-0.5$ hartree. Measured from there, the state is bound by at least $0.2104$ hartree (5.72 eV), both values rounded down. Decay into a 1s electron and a free electron would change $L$ or parity, which $H$ conserves. Interactions left out of $H$, such as spin-orbit coupling or radiation, can lift this protection.

The remaining values are in the numerical output.

## Calculated quantities

```
Rank of coupled harmonics (l1,l2 <= 4) on one triangle:
  L=1: natural 2 (from 8 pairs), unnatural 1 (from 4 pairs)
  L=2: natural 3 (from 10 pairs), unnatural 2 (from 6 pairs)
  L=3: natural 4 (from 10 pairs), unnatural 3 (from 7 pairs)
Polynomials of degree 12 in six coordinates: 6188, all covered
Coupled equations, L=1..4, vs finite differences: rel. error 3.7e-09
Breit angular form: rel. error odd P 3.0e-08, even P 6.8e-08
No repulsion, s=0, sigma=+1: E = -2.50000000 hartree
No repulsion, s=0, sigma=-1: E = -2.50000000 hartree
No repulsion, s=1, sigma=-1: E = -1.00000000 hartree
Model: Z = 2; energies in hartree
odd singlet P: alpha = 0.5, beta = 2.0 per bohr
  total power 1,  4 terms: E = -2.122974
  total power 2, 10 terms: E = -2.123426
  total power 3, 20 terms: E = -2.123657
  total power 4, 35 terms: E = -2.123762
  total power 5, 56 terms: E = -2.123808
  without r12: -2.122559; lowest orbital pair: -2.122575
  with d orbitals: -2.123667; gain from r12: 1.249 millihartree
  -V/T = 2.000085; asymmetry of T matrix 7e-15
  threshold -2.000; binding 0.123808 hartree = 3.3690 eV
odd triplet P: alpha = 0.5, beta = 2.0 per bohr
  total power 1,  4 terms: E = -2.131508
  total power 2, 10 terms: E = -2.132441
  total power 3, 20 terms: E = -2.132872
  total power 4, 35 terms: E = -2.133048
  total power 5, 56 terms: E = -2.133118
  without r12: -2.132157; lowest orbital pair: -2.132351
  with d orbitals: -2.133094; gain from r12: 0.961 millihartree
  -V/T = 2.000124; asymmetry of T matrix 7e-15
  threshold -2.000; binding 0.133118 hartree = 3.6223 eV
even triplet P: alpha = 0.9, beta = 0.9 per bohr
  total power 1,  3 terms: E = -0.707922
  total power 2,  7 terms: E = -0.710455
  total power 3, 13 terms: E = -0.710487
  total power 4, 22 terms: E = -0.710499
  total power 5, 34 terms: E = -0.710500
  without r12: -0.704657; lowest orbital pair: -0.704660
  with d orbitals: -0.710148; gain from r12: 5.843 millihartree
  -V/T = 2.000003; asymmetry of T matrix 1e-15
  threshold -0.500; binding 0.210500 hartree = 5.7280 eV
Odd P singlet-triplet splitting: 0.009310 hartree = 0.2533 eV
```
